# Filling a parabolic quantum well: density, width and subband spacing

Electrons are free to move in the $xy$ plane and are held along $z$ by the potential energy $\tfrac12\omega^2z^2$. The number of electrons per unit area is $N$.

**Model and units.** The temperature is zero. Electrons interact through the mean electrostatic (Hartree) potential; exchange and correlation are left out. The effective mass $m$ and dielectric constant $\kappa$ are uniform. The parabola extends beyond the electron layer. The neutralizing donors lie far away in equal sheets on both sides, so their fields cancel in the well.

Effective atomic units are used: $\hbar=m=e^2/\kappa=1$. The length unit is $a^*$ and the energy unit $\mathrm{Ha}^*$. Primes on functions denote derivatives with respect to their argument; a primed coordinate is an integration variable.

## Part (a): the self-consistent equations

**Question.** Write the equations for the subbands, their filling and the potential. Which electron density is compatible with a flat total potential, and how wide is a uniform layer of that density? Find the potential outside it.

**Model answer.** Motion along $z$ obeys

$$-\tfrac12\psi_j''+V\psi_j=E_j\psi_j,\qquad \int|\psi_j|^2dz=1 .$$

In the plane, states up to wave number $q$ hold $2\pi q^2/(2\pi)^2=q^2/(2\pi)$ electrons per area, the factor 2 being spin. At the Fermi level $\mu$, $q^2/2=\mu-E_j$. Hence, for filled subbands,

$$N_j=\frac{\mu-E_j}{\pi},\qquad n(z)=\sum_jN_j|\psi_j(z)|^2,\qquad \sum_jN_j=N .$$

The potential energy $V_H$ due to the other electrons obeys $V_H''=-4\pi n$. Since $|z|''=2\delta(z)$, with $\delta(z)$ here the Dirac function, the solution symmetric between the two sides of each charge sheet is

$$V_H(z)=-2\pi\int|z-z'|\,n(z')\,dz',\qquad V=\tfrac12\omega^2z^2+V_H .$$

Two derivatives of $V$ give

$$V''=\omega^2-4\pi n=4\pi(n_0-n),\qquad n_0=\frac{\omega^2}{4\pi}.$$

A flat potential therefore requires $n=n_0$. The parabola acts on the electrons like a uniform positive background of density $n_0$. In ordinary Gaussian units, $n_0=\kappa m\omega^2/(4\pi e^2)$.

A centred uniform layer holding $N$ electrons per area has width

$$w=\frac{N}{n_0}=\frac{4\pi N}{\omega^2}.$$

For $z>w/2$ all electrons lie on one side, so $V_H'=-2\pi N=-\omega^2w/2$ and $V'=\omega^2(z-w/2)$. With the interior value as zero, the slab potential is

$$V_s(z)=\begin{cases}0,&|z|<w/2,\\ \tfrac12\omega^2(|z|-w/2)^2,&|z|>w/2.\end{cases}$$

It is a flat floor between two half-parabolas. If the donors do leave a uniform force term $fz$, then $\tfrac12\omega^2z^2+fz=\tfrac12\omega^2(z+f/\omega^2)^2-f^2/(2\omega^2)$: the whole layer moves sideways and $n_0$ is unchanged.

## Part (b): why the electrons choose this layer

**Question.** Compatibility is not yet a reason for the layer to form. Compare the electrostatic energy of an arbitrary density $n$ with that of the uniform slab $s$ holding the same $N$.

**Model answer.** Counting each pair once, the energy per area is

$$U[n]=\tfrac12\omega^2\int z^2n\,dz-\pi\iint|z-z'|\,n(z)n(z')\,dz\,dz'.$$

Put $n=s+\delta$, where now $\delta(z)$ is the density difference and $\int\delta\,dz=0$. The terms linear in $\delta$ are

$$\int\delta(z)\left[\tfrac12\omega^2z^2-2\pi\int|z-z'|s(z')dz'\right]dz=\int\delta V_s\,dz=\int nV_s\,dz .$$

The bracket is $V_s$ plus a constant, and the constant drops out because $\int\delta\,dz=0$. The last equality holds because $V_s=0$ wherever $s\ne0$.

For the quadratic term define $\phi(z)=-2\pi\int|z-z'|\delta(z')dz'$ and $Q(z)=\int_{-\infty}^z\delta\,dz'$. The charge difference to the right of $z$ is $-Q$, so

$$F\equiv\phi'=-2\pi[Q-(-Q)]=-4\pi Q,\qquad \phi''=-4\pi\delta .$$

Integration by parts, with $F\to0$ fast enough far outside, gives

$$\tfrac12\int\delta\phi\,dz=-\frac1{8\pi}\int\phi''\phi\,dz=\frac1{8\pi}\int F^2dz .$$

For the slab itself, the mean of $z^2$ is $w^2/12$ and the mean of $|z-z'|$ is $(2/w^2)\int_0^wt(w-t)dt=w/3$. Using $\pi N=\omega^2w/4$,

$$U[s]=\frac{\omega^2Nw^2}{24}-\frac{\pi N^2w}{3}=\frac{\omega^2Nw^2}{24}-\frac{\omega^2Nw^2}{12}=-\frac{\omega^2Nw^2}{24}.$$

Therefore

$$U[n]=-\frac{\omega^2Nw^2}{24}+X[n],\qquad X[n]=\int nV_s\,dz+\frac1{8\pi}\int F^2dz\ge0 .$$

If $X=0$, then $F=0$ everywhere and $\delta=-F'/(4\pi)=0$. The slab is the unique electrostatic minimum.

## Part (c): what kinetic energy changes

**Question.** A sharp edge costs kinetic energy. Show that the density, averaged over a fixed fraction of the layer, still tends to $n_0$ as $w$ grows. How does a soft edge affect the root-mean-square width?

**Model answer.** Let $T$ be the total kinetic energy per area. As a function of the one-electron density matrix, $T$ and the well energy are linear, while the repulsion is convex at fixed $N$, because its quadratic part is $\int F^2dz/(8\pi)\ge0$. Filling the lowest self-consistent levels minimizes the linearized energy. By convexity it then gives the global minimum of $T+X$.

Use as trial states those of a hard box of width $w$, with levels $e_j=\pi^2j^2/(2w^2)$ and Fermi level $\mu_b=k^2/2$. Every electron has kinetic energy at most $\mu_b$, so $T_b\le\mu_bN$. To bound $\mu_b$, count the levels below $\mu_b/2$. There are at least $kw/(\sqrt2\pi)-1$ of them, each holding at least $\mu_b/(2\pi)=k^2/(4\pi)$ electrons per area. Dividing the total by $w$,

$$n_0\ge\frac{k^2}{4\pi}\left(\frac{k}{\sqrt2\,\pi}-\frac1w\right),$$

so $k$ stays bounded as $w$ grows.

The box density vanishes outside the slab and has no wall energy. With $u=z/w+\tfrac12$ and $2\sin^2\theta=1-\cos2\theta$,

$$n_b=\frac1w\sum_jN_j[1-\cos(2\pi ju)],\qquad F_b=2\sum_j\frac{N_j}{j}\sin(2\pi ju).$$

The sines are orthogonal and each has mean square $1/2$. Since $N_j\le\mu_b/\pi$ and $\sum_j1/j^2=\pi^2/6$,

$$\int F_b^2dz=2w\sum_j\frac{N_j^2}{j^2}\le\frac{w\mu_b^2}{3}.$$

The self-consistent gas has lower or equal $T+X$, and its $T$ and wall energy are non-negative. Hence

$$\frac1{8\pi}\int F^2dz\le\mu_bn_0w+\frac{\mu_b^2w}{24\pi},\qquad\text{so}\qquad \int F^2dz\le Bw,$$

with $B$ bounded for large $w$.

The charge between $z_1$ and $z_2$ differs from $n_0(z_2-z_1)$ by $[F(z_1)-F(z_2)]/(4\pi)$. Within a distance $\epsilon w$ of any chosen end there is a point with $F^2\le B/\epsilon$. Since $n\ge0$, the charge in a window lies between the charges in a slightly smaller and a slightly larger window with such ends. For a window covering a fixed fraction of the slab, the relative error is thus at most of order $\epsilon+1/(w\sqrt\epsilon)$. Let $w\to\infty$ first and then $\epsilon\to0$: the averaged density tends to $n_0$. This permits local ripples.

For the width, suppose that the edges settle to a fixed profile, with $\delta$ concentrated near them. Let $x$ be the outward distance from an edge. Each edge has $\int\delta\,dx=0$ and first moment $p=\int x\delta\,dx$. Then

$$\int\delta z^2dz=2\int\delta\left(\frac w2+x\right)^2dx\simeq2wp,$$

where the neglected second moment does not grow with $w$. Division by $N=n_0w$ gives $\langle z^2\rangle\simeq w^2/12+2p/n_0$. The width $w_{\rm rms}=\sqrt{12\langle z^2\rangle}$ equals $w$ for a uniform slab, and here

$$w_{\rm rms}^2-w^2\simeq\frac{24p}{n_0},\qquad w_{\rm rms}-w\simeq\frac{12p}{n_0w}.$$

The rms width therefore approaches $N/n_0$ itself, without a constant offset.

## Part (d): the first electrons

**Question.** In the empty well the subbands are spaced by $\omega$. Find the first change of $E_2-E_1$ when a few electrons enter.

**Model answer.** They occupy the oscillator ground state, whose density per electron is

$$G(z)=\sqrt{\omega/\pi}\,e^{-\omega z^2},\qquad \sigma^2=\frac1{2\omega}.$$

Since $G''=(z^2/\sigma^4-1/\sigma^2)G$, the first excited state has

$$|\psi_2|^2=\frac{z^2}{\sigma^2}G=G+\sigma^2G''.$$

First-order perturbation theory with $V_H''=-4\pi NG$ and two integrations by parts gives

$$\Delta(E_2-E_1)=\int(|\psi_2|^2-|\psi_1|^2)V_H\,dz=\sigma^2\int G''V_H\,dz=-4\pi N\sigma^2\int G^2dz .$$

Here $\int G^2dz=(\omega/\pi)\sqrt{\pi/(2\omega)}=\sqrt{\omega/(2\pi)}$. Thus

$$E_2-E_1\simeq\omega-N\sqrt{\frac{2\pi}{\omega}},\qquad N\ll\frac{\omega^{3/2}}{\sqrt{2\pi}} .$$

The condition says that the shift is small compared with $\omega$. The derivation also assumes that only the lowest subband is filled. Since $\mu-E_1=\pi N$, this requires $\pi N<E_2-E_1$. Inserting the linear law for the spacing gives the estimate $N<\omega/(\pi+\sqrt{2\pi/\omega})$. For $\omega=0.5$ this is about $N<0.075$. The estimate is poorer for small $\omega$, where the shift at this filling is no longer small compared with $\omega$. The Hartree potential curves downward where the electrons sit, so it weakens the confinement.

## Part (e): low subbands of a wide slab

**Question.** Find the low levels of the slab potential $V_s$, including the leading effect of its soft walls. What does this imply for $E_2-E_1$ as $N$ grows?

**Model answer.** For $E\ll\omega$, neglect $E$ inside the wall. With $x$ the distance into it, $\psi''=\omega^2x^2\psi$. Set $\psi=\sqrt x\,f(u)$ with $u=\omega x^2/2$. Differentiation gives

$$\psi''=-\tfrac14x^{-3/2}f+2\omega x^{1/2}f'+\omega^2x^{5/2}f''.$$

Equating this to $\omega^2x^{5/2}f$, dividing by $\omega^2x^{5/2}$ and using $\omega x^2=2u$,

$$f''+\frac{f'}u-\left(1+\frac1{16u^2}\right)f=0 .$$

This is the modified Bessel equation of order $1/4$; its decaying solution is $K_{1/4}(u)$. For small $u$,

$$K_{1/4}(u)\simeq\tfrac12\left[\Gamma(\tfrac14)(u/2)^{-1/4}+\Gamma(-\tfrac14)(u/2)^{1/4}\right].$$

With $u/2=\omega x^2/4$ and $\Gamma(-\tfrac14)=-4\Gamma(\tfrac34)$,

$$\psi\propto\Gamma(\tfrac14)\left(\frac\omega4\right)^{-1/4}-4\Gamma(\tfrac34)\left(\frac\omega4\right)^{1/4}x .$$

This straight line reaches zero at

$$x=\ell=\frac{\Gamma(1/4)}{2\Gamma(3/4)\sqrt\omega}.$$

An interior wave that is long compared with $\ell$ sees hard walls moved outward by $\ell$ on each side:

$$E_j\simeq\frac{\pi^2j^2}{2(w+2\ell)^2},\qquad E_2-E_1\simeq\frac{3\pi^2}{2(w+2\ell)^2}.$$

The self-consistent edge is smoother than that of the rigid slab. If its profile settles and the interior ripples average out over the long waves, it changes the constant $2\ell$ but not the growth with $w$. Under that condition,

$$E_2-E_1\longrightarrow\frac{3\pi^2}{2w^2}=\frac{3\pi^2n_0^2}{2N^2}.$$

The uniformity proved in (c) is too coarse to prove this condition; the numerical solution in (g) tests it.

One part of the edge correction can be traced. Integrating $V''=-4\pi\delta$ outward through an edge, starting from the flat interior, gives $V(x)=-4\pi\int^x(x-x')\delta(x')dx'$ inside the slab. Outside, the parabola $\tfrac12\omega^2x^2$ is added. Beyond the edge, $\int\delta\,dx'=0$ leaves $V=\tfrac12\omega^2x^2+4\pi p$. For $p>0$ the outer wall is raised by $4\pi p$, which by itself favours less penetration than in the rigid slab. The potential inside the edge also differs from the flat floor, so the sign of the whole correction depends on $\omega$ and must be computed.

## Part (f): the Fermi level

**Question.** For a wide slab, estimate the subband spacing at the Fermi level and the number of filled subbands.

**Model answer.** The interior is a three-dimensional gas of density $n_0=k_F^3/(3\pi^2)$, so

$$k_F=(3\pi^2n_0)^{1/3},\qquad E_F=\tfrac12k_F^2 .$$

Both are set by the curvature and do not grow with $N$.

Semiclassical quantization reads $\oint p_z\,dz=2\pi(j-\tfrac12)$, where $p_z$ is the momentum along $z$. The energy derivative of the left side is the round-trip time $\tau$, so neighbouring levels are spaced by $2\pi/\tau$. An electron of speed $k_F$ crosses the floor twice, taking $2w/k_F$. Each half-parabola takes half an oscillator period, $\pi/\omega$. Thus

$$\Delta E_F\simeq\frac{2\pi}{2w/k_F+2\pi/\omega}=\frac{\pi k_F}{w+\pi k_F/\omega}.$$

This falls as $1/N$, more slowly than the $1/N^2$ at the bottom.

The floor contributes $2wk_F$ to the phase integral, and the two half-parabolas together contribute one oscillator orbit, $2\pi E_F/\omega=\pi k_F^2/\omega$. The number of filled subbands is the integer part of

$$j_F\simeq\frac{wk_F}{\pi}+\frac{k_F^2}{2\omega}+\frac12 .$$

These estimates use rigid-slab walls. For $\omega$ between $0.01$ and $0.5\ \mathrm{Ha}^*$ the error in $j_F$ is a fraction of a subband, so its integer part can be wrong by one when $j_F$ lies close to an integer. At larger $\omega$ the estimate is too high, by more than one subband at $\omega=20\ \mathrm{Ha}^*$.

## Part (g): a worked example

**Question.** Take $\omega=0.5\ \mathrm{Ha}^*$ and fill the well from $N=0.1$ to $1.2\ a^{*-2}$. Use the self-consistent numerical solution to judge the results above.

**Model answer.** The curvature gives $n_0=0.25/(4\pi)=0.01989\ a^{*-3}$. At $N=0.4\ a^{*-2}$ the width is $0.4/0.01989=20.1\ a^*$. The solved gas gives:

| $N$ ($a^{*-2}$) | $w$ ($a^*$) | $w_{\rm rms}$ ($a^*$) | middle $n/n_0$ | filled | $E_2-E_1$ ($\mathrm{Ha}^*$) |
|---|---|---|---|---|---|
| 0.1 | 5.03 | 6.15 | 0.960 | 2 | 0.2004 |
| 0.2 | 10.05 | 10.68 | 0.987 | 3 | 0.0917 |
| 0.4 | 20.11 | 20.43 | 1.001 | 6 | 0.0304 |
| 0.8 | 40.21 | 40.38 | 1.000 | 11 | 0.0084 |
| 1.2 | 60.32 | 60.43 | 1.000 | 17 | 0.0039 |

"Middle" is the average over $|z|<w/4$. From $N=0.4$ to $1.2$ the width triples while this density stays at $n_0$ within 0.2%.

At $N=0.1$ there is no proper slab: the rms width exceeds $w$ by 22%, and 16% of the electrons lie beyond $\pm w/2$. At $N=1.2$ that share is 1.3%. The amount outside stays near $0.016\ a^{*-2}$ throughout, as expected of an edge property; the small scatter in the numerical output depends mainly on how the grid points fall at the edge.

For $N=0.4$ the density is $0.498n_0$ at $z=w/2$ and $0.0065n_0$ at $z=0.625w$, about $2.5\ a^*$ farther out. For $|z|<0.375w$ it ripples about $n_0$ by at most about 3%.

The rms formula can be checked through $w_{\rm rms}^2-w^2$, which is about $13\ a^{*2}$ for each of the three widest layers. The corresponding wall rise is $4\pi p=\omega^2(w_{\rm rms}^2-w^2)/24\approx0.25\times13/24\approx0.14\ \mathrm{Ha}^*$.

**Spacing at the bottom.** The solved initial slope, taken at $N=0.001\ a^{*-2}$ with a grid step of $0.1\ a^*$, is $-3.544\ \mathrm{Ha}^*a^{*2}$. Its last digit is grid error; the converged value is $-3.545$, equal to $-\sqrt{2\pi/0.5}=-3.545$ from (d). The straight line would give $0.5-0.355=0.145\ \mathrm{Ha}^*$ at $N=0.1$, well below the solved $0.200$; that filling is outside its range.

At $N=1.2$ the limiting law gives $3\pi^2/(2\times60.32^2)=0.00407\ \mathrm{Ha}^*$, 5% above the solved $0.00386$. The rigid slab, with $\ell=2.09\ a^*$, gives $0.00356$, 8% below it. The formula for the rigid slab agrees with direct diagonalization of $V_s$, so this difference comes from the self-consistent potential, not from the formula.

Expressing each solved spacing as that of a hard box gives box widths of $41.88$ and $61.92\ a^*$ at $N=0.8$ and $1.2$. They exceed $w$ by $1.67$ and $1.60\ a^*$, less than $2\ell=4.18\ a^*$, which is the direction favoured by the raised wall. The box width grows by $0.997$ per unit growth of $w$, which supports the $1/N^2$ law.

**Spacing at the Fermi level.** With $k_F=0.838\ a^{*-1}$, part (f) gives $0.0402\ \mathrm{Ha}^*$ at $N=1.2$; the solved gap across the Fermi level is $0.0412$. The same part gives $j_F\simeq16.1+0.7+0.5=17.3$, hence 17 filled subbands, as found. The agreement is narrow: at this $\omega$ the estimate lies about 0.3 of a subband too high, and the 17th subband is only barely occupied.

**Conversion.** For the round values of 0.07 electron masses and $\kappa=13$, $a^*=9.83$ nm and $\mathrm{Ha}^*=11.27$ meV. Then $n_0=2.10\times10^{16}\ \mathrm{cm}^{-3}$. The case $N=0.4\ a^{*-2}$ is $4.14\times10^{11}\ \mathrm{cm}^{-2}$ in a layer 198 nm wide. Its lowest spacing is 0.34 meV, compared with 5.64 meV in the empty well. This spacing is not the absorption line: in a purely parabolic well, long-wavelength light polarized along $z$ drives only the centre of mass and is absorbed at the bare $\omega$, here 5.64 meV, at any filling (generalized Kohn theorem).

**Limits of the result.** To reach the edge of the layer, the parabola must rise by $\tfrac12\omega^2(w/2)^2=\omega^2w^2/8$. With the converted values this is 142 meV at $N=0.4\ a^{*-2}$ but 1.28 eV at $N=1.2\ a^{*-2}$. A GaAs/AlGaAs well offers only a few tenths of an electronvolt, so the widest layers in the table test the theory and do not describe such a well. Once the layer reaches the end of the grown parabola, further filling no longer obeys $w=N/n_0$. The zero-temperature filling also requires a thermal energy well below the Fermi energy, here 3.96 meV, which corresponds to 46 K. A sharp count of filled subbands requires more: a thermal energy well below their spacing at the Fermi level, which at $N=0.4\ a^{*-2}$ is 1.2 meV, or 14 K. Exchange and correlation would alter edges and level energies. Here the radius of the sphere per electron is $(3/4\pi n_0)^{1/3}\approx2.3\ a^*$; a local-density treatment lowers the spacing at $N=0.4\ a^{*-2}$ by about 5%, from 0.34 to 0.33 meV, and leaves 16 rather than 17 subbands filled at $N=1.2\ a^{*-2}$. In a local-density description their potential depends on $n$ alone and is constant in a uniform interior, so a flat floor and density $n_0$ remain compatible.

## Values computed for the example and the checks

```
well frequency omega = 0.500 Ha*
slab density n0 = 0.01989 a*^-3
bulk Fermi wave number = 0.8383 a*^-1
bulk Fermi energy = 0.3513 Ha*
Table A: N [a*^-2], w=N/n0 [a*], rms width [a*], middle n/n0
  0.1    5.027    6.150   0.9602
  0.2   10.053   10.682   0.9874
  0.4   20.106   20.432   1.0014
  0.8   40.212   40.378   0.9998
  1.2   60.319   60.429   1.0000
Table B: N [a*^-2], filled subbands, E2-E1 [Ha*],
  spacing across Fermi level [Ha*], box width from E2-E1 [a*]
  0.1   2   0.20032   0.26444    8.597
  0.2   3   0.09168   0.16692   12.708
  0.4   6   0.03035   0.10626   22.086
  0.8  11   0.00844   0.05699   41.880
  1.2  17   0.00386   0.04123   61.919
Table C: N [a*^-2], charge beyond w/2, both sides [a*^-2],
  electrostatic excess [Ha* a*^-2]
  0.1   0.01555   0.00201
  0.2   0.01557   0.00195
  0.4   0.01597   0.00193
  0.8   0.01502   0.00191
  1.2   0.01602   0.00190
Profile at N = 0.4 a*^-2: z/w, n/n0
  0.000   1.0057
  0.125   0.9933
  0.250   1.0016
  0.375   0.9979
  0.500   0.4979
  0.625   0.0065
Kinetic energy + excess per electron [Ha*]: N, gas, box trial
  0.4   0.2093   0.3102
  1.2   0.2103   0.2984
initial slope of E2-E1, solved = -3.544 Ha* a*^2
initial slope of E2-E1, formula = -3.545 Ha* a*^2
rigid wall length = 2.0921 a*
rigid slab E2-E1 at N=1.2, solved = 0.003558 Ha*
rigid slab E2-E1 at N=1.2, formula = 0.003558 Ha*
growth of box width per growth of w, N 0.8 to 1.2 = 0.9966
Fermi-level spacing formula at N=1.2 = 0.04015 Ha*
Fermi energy in slab at N=1.2 = 0.3515 Ha*
change of E2-E1 on doubling grid step = 0.005 %
mass ratio = 0.07, dielectric constant = 13.0
a* = 9.828 nm, Ha* = 11.271 meV
n0 = 2.096e+16 cm^-3
N = 0.4 a*^-2 = 4.142e+11 cm^-2
w at N=0.4 = 197.6 nm
omega = 5.635 meV
E2-E1 at N=0.4 = 0.342 meV
```
